# Coupled Hartree–Fock equations for nuclear spin–spin coupling, part 1

(Sections cited here and not found follow in the later parts.)

### Two electrons in two orbitals

Take two electrons of opposite spin and two real orthonormal spatial orbitals, $\phi_i$ and $\phi_a$. In the restricted Hartree–Fock (RHF) ground state both electrons occupy $\phi_i$, and $\phi_a$ is empty. Atomic units are used in all algebra, and two-electron integrals are written as $(pq|rs)=\iint \phi_p^*(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r^*(2)\phi_s(2)$. A weak perturbation mixes some $\phi_a$ into the occupied orbital. The mixing amplitude may be complex and may differ for the two spins $\sigma=\uparrow,\downarrow$:

$$\phi_\sigma=\frac{\phi_i+\kappa_\sigma\phi_a}{\sqrt{1+|\kappa_\sigma|^2}},\qquad \kappa_\sigma=u_\sigma+iv_\sigma .\tag{1}$$

Because $\phi_i$ and $\phi_a$ are real, the cross term in $|\phi_\sigma|^2$ is $(\kappa_\sigma+\kappa_\sigma^*)\phi_i\phi_a=2u_\sigma\phi_i\phi_a$. Expanding the normalization to second order gives

$$|\phi_\sigma|^2=\phi_i^2+2u_\sigma\phi_i\phi_a+|\kappa_\sigma|^2(\phi_a^2-\phi_i^2)+O(\kappa^3).\tag{2}$$

The imaginary part $v_\sigma$ leaves the density unchanged at first order. Electrons of opposite spin have no exchange energy, so the determinant energy is the sum of two expectation values of the real one-electron operator $h_0$ and one Coulomb integral between $|\phi_\uparrow|^2$ and $|\phi_\downarrow|^2$. The expectation value of $h_0$ has the same structure as (2), with $\phi_p\phi_q$ replaced by $h_{pq}$. With the abbreviations $C=(aa|ii)$ and $X=(ai|ai)$,

$$E=2h_{ii}+(ii|ii)+2(u_\uparrow+u_\downarrow)\,[h_{ai}+(ai|ii)]+\big(|\kappa_\uparrow|^2+|\kappa_\downarrow|^2\big)\,[h_{aa}-h_{ii}+C-(ii|ii)]+4X\,u_\uparrow u_\downarrow .\tag{3}$$

The last term is the Coulomb repulsion between the two first-order density changes. The linear term vanishes because the RHF state is stationary. The orbital energies are $\varepsilon_i=h_{ii}+(ii|ii)$ and $\varepsilon_a=h_{aa}+2C-X$, so the gap $\Delta=\varepsilon_a-\varepsilon_i$ equals $h_{aa}-h_{ii}+2C-X-(ii|ii)$, and the second square bracket in (3) equals $\Delta-C+X$. The second-order energy is

$$E_2=(\Delta-C+X)\big(u_\uparrow^2+u_\downarrow^2+v_\uparrow^2+v_\downarrow^2\big)+4X\,u_\uparrow u_\downarrow .\tag{4}$$

Setting $\kappa_\downarrow=+\kappa_\uparrow$ (singlet rotation) or $\kappa_\downarrow=-\kappa_\uparrow$ (triplet rotation) gives four cases:

$$E_2=\begin{cases}2u^2(\Delta-C+3X)&\text{real singlet}\\ 2u^2(\Delta-C-X)&\text{real triplet}\\ 2v^2(\Delta-C+X)&\text{imaginary singlet or triplet.}\end{cases}\tag{5}$$

In a real singlet rotation both electrons shift their charge the same way, and the shifts repel each other, which adds $+4Xu^2$. In a real triplet rotation they shift in opposite directions and avoid each other, which adds $-4Xu^2$. In an imaginary rotation no charge moves at first order, the electrons do not feel each other's rotation, and the relative sign of $v_\uparrow$ and $v_\downarrow$ has no effect on the energy. Since $X$ is the Coulomb self-energy of the distribution $\phi_a\phi_i$, it is positive, and in this model the real triplet rotation is the softest.

Now add a perturbation $\lambda s_z t$ on each electron, with $t$ a real multiplicative function of position. By (2) its first-order dependence on the amplitudes is $\lambda\,[\tfrac12\,2u_\uparrow t_{ai}-\tfrac12\,2u_\downarrow t_{ai}]=\lambda t_{ai}(u_\uparrow-u_\downarrow)$. It pushes only on the real triplet coordinate. With $u_\uparrow=-u_\downarrow=u$ the energy is $2u^2(\Delta-C-X)+2\lambda t_{ai}u$, whose minimum lies at $u=-\lambda t_{ai}/[2(\Delta-C-X)]$ and has the value $-\lambda^2t_{ai}^2/[2(\Delta-C-X)]$. If the perturbation has two sources, $\lambda t=\lambda_Kt^K+\lambda_Lt^L$, the square contains $2\lambda_K\lambda_Lt^K_{ai}t^L_{ai}$, and

$$\frac{\partial^2E}{\partial\lambda_K\partial\lambda_L}=-\frac{t^K_{ai}\,t^L_{ai}}{\Delta-C-X}.\tag{6}$$

For a spin-free imaginary perturbation $-i\lambda w$, where $w$ is a real operator with $w_{ia}=-w_{ai}$, the term linear in $\kappa_\sigma$ is $\kappa_\sigma^*(-i\lambda w_{ai})+\kappa_\sigma(-i\lambda w_{ia})=i\lambda w_{ai}(\kappa_\sigma-\kappa_\sigma^*)=-2\lambda w_{ai}v_\sigma$. It pushes only on the imaginary singlet coordinate. With $v_\uparrow=v_\downarrow=v$ the energy is $2v^2(\Delta-C+X)-4\lambda w_{ai}v$, with minimum value $-2\lambda^2w_{ai}^2/(\Delta-C+X)$, and

$$\frac{\partial^2E}{\partial\lambda_K\partial\lambda_L}=-\frac{4\,w^K_{ai}\,w^L_{ai}}{\Delta-C+X}.\tag{7}$$

The factor 4 by which the prefactor of (7) exceeds that of (6) is the inverse square of the spin factor $\tfrac12$, which enters (6) once for each source and is absent from (7). If $t^K$ and $t^L$ are positive multiples of delta functions at the two nuclei of a minimal-basis hydrogen molecule, the product $\phi_a\phi_i$ has opposite signs at the two nuclei and (6) is positive as long as $\Delta-C-X>0$: the lower energy then belongs to antiparallel nuclear moments. The denominators of (6) and (7) are the one-dimensional forms of the matrices ${}^3A+{}^3B$ and $A-B$ of the many-electron problem.

### The coupling tensor and the perturbing operators

The electrons are treated with a non-relativistic Hamiltonian without spin–orbit coupling, at fixed nuclear positions. Nucleus $K$ carries a point magnetic dipole $\mathbf M_K$, which enters the electronic problem as a classical parameter. The reduced coupling tensor of nuclei $K\ne L$ is the mixed derivative of the electronic energy at zero moments,

$$\mathcal K_{mn}=\frac{\partial^2E}{\partial M_{K,m}\,\partial M_{L,n}},\qquad m,n\in\{x,y,z\},\tag{8}$$

so that the part of the energy bilinear in the two moments is $\sum_{mn}M_{K,m}\mathcal K_{mn}M_{L,n}$. The direct dipole–dipole energy of the two moments does not involve the electrons and is excluded. The nuclear moment is $\mathbf M_K=g_K\mu_N\mathbf I_K$, with $\mathbf I_K$ the dimensionless spin and $\mu_N=m_e/(2m_p)$ in atomic units. Averaging a second-rank tensor over all orientations leaves $\delta_{mn}\operatorname{Tr}\mathcal K/3$, and comparing with the spin Hamiltonian $hJ\,\mathbf I_K\cdot\mathbf I_L$ of a freely tumbling molecule gives

$$hJ=g_Kg_L\,\mu_N^2\,\tfrac13\operatorname{Tr}\mathcal K .\tag{9}$$

An electron has charge $-1$ and spin moment $-\tfrac{g}{2}\mathbf s$, where $g>0$ is the magnitude of the electron $g$ factor and the Bohr magneton is $\tfrac12$. Its Hamiltonian in a vector potential $\mathbf A$ with field $\mathbf B=\nabla\times\mathbf A$ is

$$h=\tfrac12(\mathbf p+\mathbf A)^2+V_{\rm nuc}+\tfrac g2\,\mathbf s\cdot\mathbf B .\tag{10}$$

In atomic units $\mu_0/4\pi=\alpha^2$, with $\alpha$ the fine-structure constant. Let $\mathbf r_K$ be the electron position relative to nucleus $K$, and $V_K=1/r_K$, so that $\nabla V_K=-\mathbf r_K/r_K^3$. The dipole potential is

$$\mathbf A_K=\alpha^2\,\frac{\mathbf M_K\times\mathbf r_K}{r_K^3}=\alpha^2\,\nabla V_K\times\mathbf M_K .\tag{11}$$

Its divergence, $\alpha^2\epsilon_{cmn}\partial_c\partial_mV_K\,M_{K,n}$ with repeated Cartesian indices summed, vanishes because the derivatives commute and $\epsilon$ is antisymmetric. Hence $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and with $\mathbf A=\mathbf A_K+\mathbf A_L$ the terms of (10) that can contribute to (8) are $\mathbf A_K\cdot\mathbf p$, $\tfrac g2\mathbf s\cdot\mathbf B_K$, their counterparts for $L$, and the cross term $\mathbf A_K\cdot\mathbf A_L$ from $\tfrac12\mathbf A^2$.

**Spin terms.** The identity $\epsilon_{cde}\epsilon_{emn}=\delta_{cm}\delta_{dn}-\delta_{cn}\delta_{dm}$ applied to $B_c=\alpha^2\epsilon_{cde}\partial_d(\epsilon_{emn}\partial_mV\,M_n)$ gives

$$B_c=\alpha^2\big[\partial_c\partial_nV-\delta_{cn}\nabla^2V\big]M_n .\tag{12}$$

The second derivative of $1/r$ must be read as a distribution. For a smooth decaying function $f$, it is defined by $\int f\,\partial_c\partial_nV=-\int\partial_cf\,\partial_nV$, where the right side converges because $\partial_nV\sim r^{-2}$ is integrable. Cut out a ball of radius $\eta$ around the nucleus and apply the divergence theorem to $\partial_c(f\,\partial_nV)$ in the remaining region, whose outward normal on the sphere is $-\hat{\mathbf r}$. This gives

$$-\int_{r>\eta}\partial_cf\,\partial_nV=\int_{r>\eta}f\,\partial_c\partial_nV+\oint\hat r_c\,f\,\partial_nV\,dS .$$

On the sphere $\partial_nV=-\hat r_n/\eta^2$ and $dS=\eta^2d\Omega$, so as $\eta\to0$ the surface term tends to $-f(0)\oint\hat r_c\hat r_n\,d\Omega=-\tfrac{4\pi}{3}\delta_{cn}f(0)$. Direct differentiation at $r>0$ gives the traceless tensor $T_{cn}$, and therefore

$$\partial_c\partial_nV=T_{cn}-\tfrac{4\pi}{3}\delta_{cn}\,\delta(\mathbf r),\qquad T_{cn}=\frac{3r_cr_n-r^2\delta_{cn}}{r^5},\tag{13}$$

where integrals of $T_{cn}$ exclude a vanishing sphere. The trace of (13) is $\nabla^2V=-4\pi\delta(\mathbf r)$. In (12) the delta terms add to $-\tfrac{4\pi}3+4\pi=\tfrac{8\pi}3$. The spin perturbation from nucleus $K$ is then

$$\tfrac g2\,\mathbf s\cdot\mathbf B_K=\sum_{c,m}s_c\,t^K_{cm}M_{K,m},\qquad t^K_{cm}=\tfrac g2\alpha^2\Big[\tfrac{8\pi}3\delta_{cm}\,\delta(\mathbf r_K)+T_{cm}(\mathbf r_K)\Big].\tag{14}$$

The first part of $t$ is the Fermi-contact (FC) operator and the second the spin-dipole (SD) operator. Both are real and multiplicative, so their matrices between real orbitals are real and symmetric.

**Paramagnetic spin–orbit term.** The cyclic property of the triple product turns $\mathbf A_K\cdot\mathbf p$ into $\alpha^2\mathbf M_K\cdot(\mathbf r_K\times\mathbf p)/r_K^3$, and with $\mathbf p=-i\nabla$,

$$\mathbf A_K\cdot\mathbf p=-i\sum_mw^K_mM_{K,m},\qquad \mathbf w^K=\alpha^2\,\frac{\mathbf r_K\times\nabla}{r_K^3}.\tag{15}$$

This is the paramagnetic spin–orbit (PSO) operator; the spin in the name is that of the nucleus, and the operator does not act on electron spin. Writing $\mathbf w=-\alpha^2\nabla V\times\nabla$ and integrating by parts,

$$\langle p|w_m|q\rangle=-\alpha^2\epsilon_{mcd}\int\phi_p\,\partial_cV\,\partial_d\phi_q=\alpha^2\epsilon_{mcd}\int V\,\partial_c\phi_p\,\partial_d\phi_q ,\tag{16}$$

where the term with $\epsilon_{mcd}\partial_c\partial_d\phi_q$ has dropped out. Exchanging $p$ and $q$ in the last form exchanges $c$ and $d$ and reverses the sign, so $w$ is real and antisymmetric and $-iw$ is Hermitian and purely imaginary.

**Diamagnetic spin–orbit term.** The identity $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$ with $\mathbf a=\mathbf M_K$, $\mathbf b=\mathbf r_K$, $\mathbf c=\mathbf M_L$, $\mathbf d=\mathbf r_L$ expands $\mathbf A_K\cdot\mathbf A_L$. This operator is already bilinear in the moments, so it contributes to (8) through the unperturbed density $\rho$ alone:

$$\mathcal K^{\rm DSO}_{mn}=\alpha^4\int\rho(\mathbf r)\,\frac{\delta_{mn}\,\mathbf r_K\cdot\mathbf r_L-r_{L,m}\,r_{K,n}}{r_K^3\,r_L^3}\,d^3r .\tag{17}$$

All remaining contributions require the first-order change of the orbitals.

### The determinant energy to second order in orbital rotations

Let $p,q,r,s$ label the canonical spin orbitals of the unperturbed state, with $i,j$ occupied and $a,b$ virtual; until spin is integrated out, these labels include spin. The basis is fixed and does not depend on the nuclear moments. A determinant is described by its density matrix $D_{pq}=\sum_{k\,\rm occ}C_{pk}C^*_{qk}$, in terms of which a one-electron operator has the expectation value $\sum h_{pq}D_{qp}$ and the energy is

$$E[D]=\sum_{pq}h_{pq}D_{qp}+\tfrac12\sum_{pqrs}\langle pr\|qs\rangle D_{qp}D_{sr},\qquad \langle pr\|qs\rangle=(pq|rs)-(ps|rq).\tag{18}$$

Any determinant near the reference is obtained by a unitary rotation of the orbitals. Rotations among occupied orbitals or among virtual orbitals leave $D$ unchanged, so only occupied–virtual rotations are kept. Let $\kappa$ be the matrix whose only nonzero elements are $\kappa_{ai}$, in virtual rows and occupied columns. The generator $\Omega=\kappa-\kappa^\dagger$ is anti-Hermitian, $e^\Omega$ is unitary, and it sends orbital $i$ to $i+\sum_a\kappa_{ai}\,a+\dots$, as in (1). With $D_0$ the projector on the occupied space,

$$D=e^{\Omega}D_0e^{-\Omega}=D_0+[\Omega,D_0]+\tfrac12[\Omega,[\Omega,D_0]]+\dots\tag{19}$$

From the block structure, $\kappa D_0=\kappa$, $D_0\kappa=0$, $D_0\kappa^\dagger=\kappa^\dagger$, $\kappa^\dagger D_0=0$ and $\kappa^2=\kappa^{\dagger2}=0$. The first commutator is $D_1=\kappa+\kappa^\dagger$. For the second, $\Omega D_1=\kappa\kappa^\dagger-\kappa^\dagger\kappa$ and $D_1\Omega=-\kappa\kappa^\dagger+\kappa^\dagger\kappa$, so

$$D_1=\kappa+\kappa^\dagger,\qquad D_2=\kappa\kappa^\dagger-\kappa^\dagger\kappa .\tag{20}$$

Insert $D_0+D_1+D_2$ into (18) with the field-free $h_0$. The integrals obey $\langle pr\|qs\rangle=\langle rp\|sq\rangle$, since the two electrons can be relabelled, so the two terms with one factor $D_0$ are equal and combine with $h_0$ into the Fock matrix $F_{pq}=h_{0,pq}+\sum_k\langle pk\|qk\rangle=\varepsilon_p\delta_{pq}$. The result is

$$E=E_0+\operatorname{Tr}FD_1+\operatorname{Tr}FD_2+\tfrac12\sum\langle pr\|qs\rangle D_{1,qp}D_{1,sr}+O(\kappa^3).\tag{21}$$

The term $\operatorname{Tr}FD_1$ vanishes because $F$ is diagonal and $D_1$ has no diagonal; this is the Brillouin condition. The diagonal of $D_2$ is $+\sum_i|\kappa_{ai}|^2$ for virtual $a$ and $-\sum_a|\kappa_{ai}|^2$ for occupied $i$, so $\operatorname{Tr}FD_2=\sum_{ai}\Delta_{ai}|\kappa_{ai}|^2$ with $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. In the last term each factor of $D_1$ is either $D_{1,ai}=\kappa_{ai}$ or $D_{1,ia}=\kappa^*_{ai}$. The choice $(p,q,r,s)=(a,i,b,j)$ gives $\tfrac12\langle ab\|ij\rangle\kappa^*_{ai}\kappa^*_{bj}$. The choice $(i,a,j,b)$ gives its complex conjugate. The choices $(a,i,j,b)$ and $(j,b,a,i)$ each give $\tfrac12\langle aj\|ib\rangle\kappa_{ai}^*\kappa_{bj}$. Treating $(ai)$ as one index of a vector $\boldsymbol\kappa$,

$$E_2=\boldsymbol\kappa^\dagger A\,\boldsymbol\kappa+\operatorname{Re}\big(\boldsymbol\kappa^\dagger B\,\boldsymbol\kappa^*\big),\tag{22}$$

$$A_{ai,bj}=\Delta_{ai}\delta_{ab}\delta_{ij}+\langle aj\|ib\rangle,\qquad B_{ai,bj}=\langle ab\|ij\rangle .\tag{23}$$

Equation (23) fixes the sign of $B$. With the opposite sign convention the names $A+B$ and $A-B$ change places, so the names carry meaning only together with this definition or with the explicit integrals in (32)–(34).

Let $h^{(1)}=\sum_\xi\lambda_\xi h^\xi$ collect the operators (14) and (15), where $\xi$ runs over the Cartesian components of both moments and $\lambda_\xi$ is the component. Its contribution to (18) is $\operatorname{Tr}h^{(1)}D_0+\operatorname{Tr}h^{(1)}D_1$ through second order in small quantities. The first piece vanishes for a closed shell: the spin operators cancel between the two spins of each orbital or have no diagonal element, and an antisymmetric $w$ has zero diagonal. The second is $\sum_{ai}(h^{(1)}_{ai}\kappa^*_{ai}+h^{(1)}_{ia}\kappa_{ai})=2\operatorname{Re}\boldsymbol\kappa^\dagger\mathbf h$, where $\mathbf h$ is the vector of elements $h^{(1)}_{ai}$. The function to be made stationary is

$$E(\boldsymbol\kappa,\lambda)=E_0+E^{\rm DSO}(\lambda)+\boldsymbol\kappa^\dagger A\boldsymbol\kappa+\operatorname{Re}(\boldsymbol\kappa^\dagger B\boldsymbol\kappa^*)+2\operatorname{Re}\boldsymbol\kappa^\dagger\mathbf h+\text{third order}.\tag{24}$$

Differentiating with respect to $\kappa^*_{ai}$ at fixed $\kappa_{ai}$, and using the symmetry $B_{ai,bj}=B_{bj,ai}$ so that $\tfrac12\boldsymbol\kappa^\dagger B\boldsymbol\kappa^*$ contributes $B\boldsymbol\kappa^*$, gives the coupled-perturbed Hartree–Fock (CPHF) equations

$$A\boldsymbol\kappa+B\boldsymbol\kappa^*=-\mathbf h .\tag{25}$$

The perturbing operators, the second-order determinant energy (24) and the general CPHF equations (25) are now established. It remains to separate real from imaginary rotations, integrate out spin, assemble the coupling tensor and test it numerically.
